# Delocalization index of the half-filled Hubbard dimer: exact and Hartree–Fock values

## The problem

Two equivalent sites A and B carry one orbital each, $a$ and $b$, taken orthonormal. Two electrons with total spin projection zero occupy them. The Hamiltonian is

$$H=-t\sum_{\sigma}\left(a^\dagger_\sigma b_\sigma+b^\dagger_\sigma a_\sigma\right)+U\left(n_{a\uparrow}n_{a\downarrow}+n_{b\uparrow}n_{b\downarrow}\right),\qquad t>0,\; U\ge 0 .$$

Let $N_A=n_{a\uparrow}+n_{a\downarrow}$, and likewise $N_B$. The delocalization index measures how strongly the two populations fluctuate against each other:

$$\delta=-2\left[\langle N_AN_B\rangle-\langle N_A\rangle\langle N_B\rangle\right].$$

With this factor of two, an uncorrelated electron-pair bond between equal sites has $\delta=1$, as part (c) confirms.

(a) Express $\delta$ through the weight of the ionic configurations, those with both electrons on one site.

(b) Find $\delta$ in the exact ground state of this model, and evaluate it at $U=4t$.

(c) Find $\delta$ in restricted Hartree–Fock (RHF), where both spins share one orbital.

(d) Which part of the number fluctuation accounts for the difference? Is it repaired by putting the exact one-particle density matrix into the determinant formula, or by letting the two spins have different orbitals?

## Hints

1. The total number of electrons is fixed, so $N_B$ is known once $N_A$ is known.
2. Exchange of the two sites is a symmetry. Combine the two covalent configurations into a singlet, and the two ionic ones into an even combination. A two-by-two matrix remains.
3. In RHF, write the orbital as $\cos\alpha\,a+\sin\alpha\,b$ and use $s=\sin2\alpha$ as the variable.
4. Split the variance of $N_A$ into same-spin and opposite-spin parts.

## Full solution

### (a) From fluctuation to ionic weight

Since $N_B=2-N_A$ in every configuration,

$$\langle N_AN_B\rangle-\langle N_A\rangle\langle N_B\rangle=-\left(\langle N_A^2\rangle-\langle N_A\rangle^2\right)=-\mathrm{Var}(N_A),$$

and therefore $\delta=2\,\mathrm{Var}(N_A)$.

By symmetry $\langle N_A\rangle=1$. The quantity $(N_A-1)^2$ is zero in a covalent configuration and one in an ionic configuration, where $N_A$ is 2 or 0. Its mean is the total ionic weight $w$, so

$$\delta=2w .$$

The index is thus twice the probability of finding both electrons on one site.

### (b) The exact ground state

Define two normalized singlets:

$$|S\rangle=\tfrac{1}{\sqrt2}\left(a^\dagger_\uparrow b^\dagger_\downarrow+b^\dagger_\uparrow a^\dagger_\downarrow\right)|0\rangle,\qquad
|I\rangle=\tfrac{1}{\sqrt2}\left(a^\dagger_\uparrow a^\dagger_\downarrow+b^\dagger_\uparrow b^\dagger_\downarrow\right)|0\rangle .$$

The operator $b^\dagger_\sigma a_\sigma$ replaces $a^\dagger_\sigma$ by $b^\dagger_\sigma$ where it stands, without a sign. Hopping therefore gives

$$H_t\,a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle=-t\left(b^\dagger_\uparrow a^\dagger_\downarrow+a^\dagger_\uparrow b^\dagger_\downarrow\right)|0\rangle=-\sqrt2\,t\,|S\rangle ,$$

and the same result for $b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle$. Adding the two and dividing by $\sqrt2$ gives $H_t|I\rangle=-2t|S\rangle$. The repulsion gives $U$ in $|I\rangle$ and zero in $|S\rangle$. The block is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.$$

The other two states are the triplet, with a minus sign in place of the plus in $|S\rangle$, and the odd ionic state, with a minus sign in $|I\rangle$. In both, the hopping contributions cancel, so their energies are $0$ and $U$.

The eigenvalue equation of the block is $E^2-UE-4t^2=0$. With $R=\sqrt{U^2+16t^2}$ its lower root is

$$E=\frac{U-R}{2}.$$

This is negative, hence below the triplet and the odd ionic state, and it is the ground-state energy.

Write the ground state as $c_S|S\rangle+c_I|I\rangle$. The first row of the eigenvalue equation is $-2t\,c_I=E\,c_S$, so

$$\frac{c_I}{c_S}=-\frac{E}{2t}=\frac{R-U}{4t}.$$

Squaring, and using $16t^2=R^2-U^2=(R-U)(R+U)$,

$$\frac{c_I^2}{c_S^2}=\frac{R-U}{R+U},\qquad
w=\frac{c_I^2}{c_S^2+c_I^2}=\frac{R-U}{2R}.$$

With $\delta=2w$,

$$\boxed{\delta=1-\frac{U}{\sqrt{U^2+16t^2}}}$$

At $U=4t$ the root is $\sqrt{32}\,t=4\sqrt2\,t$, and

$$\delta=1-\frac{1}{\sqrt2}=0.293,\qquad w=0.146 .$$

Two limits show the physics. For $U\ll t$, $R\approx4t$ and $\delta\approx1-U/4t$: the index falls linearly as soon as repulsion is switched on. For $U\gg t$,

$$\delta=1-\left(1+\frac{16t^2}{U^2}\right)^{-1/2}\approx\frac{8t^2}{U^2}.$$

The electrons then sit one on each site and make rare virtual hops. At $U=16t$ the limiting formula gives 0.031, and the full one 0.030.

### (c) Restricted Hartree–Fock

Both electrons occupy $\varphi=\cos\alpha\,a+\sin\alpha\,b$. A relative phase $\chi$ between the two amplitudes would multiply the hopping energy by $\cos\chi$ and leave the repulsion unchanged, so real amplitudes suffice for the minimum.

Each electron has hopping energy $-2t\cos\alpha\sin\alpha=-ts$. The electrons are independent, so they are both on A with probability $\cos^4\alpha$ and both on B with probability $\sin^4\alpha$. Since

$$\cos^4\alpha+\sin^4\alpha=1-2\cos^2\alpha\sin^2\alpha=1-\frac{s^2}{2},$$

the energy is

$$E_{\rm RHF}(s)=-2ts+U\left(1-\frac{s^2}{2}\right).$$

Changing $s$ to $-s$ alters the first term alone, so the minimum lies at $s\ge0$. There $dE_{\rm RHF}/ds=-2t-Us<0$, and the energy falls up to the end of the range, $s=1$. The orbital is the symmetric bonding orbital for every $U\ge0$.

Each spin is then on A with probability $\tfrac12$, independently of the other. Each contributes a variance $\tfrac12\cdot\tfrac12=\tfrac14$. Hence $\mathrm{Var}(N_A)=\tfrac12$ and

$$\delta_{\rm RHF}=1\quad\text{for every }U\ge0 .$$

The price appears in the energy, $E_{\rm RHF}=-2t+U/2$. At $U=4t$ this is zero, while the exact energy is $-0.83t$. RHF keeps the ionic weight at one half however costly double occupation becomes.

### (d) Where the difference sits

Separate the spins:

$$\delta=2\left[\mathrm{Var}(n_{a\uparrow})+\mathrm{Var}(n_{a\downarrow})\right]+4\,\mathrm{cov}(n_{a\uparrow},n_{a\downarrow}).$$

An occupation number is 0 or 1, so $n^2=n$ and its variance is $\langle n\rangle-\langle n\rangle^2$. In both the exact and the RHF state $\langle n_{a\sigma}\rangle=\tfrac12$, so the first bracket contributes $2(\tfrac14+\tfrac14)=1$ in both.

In the exact state, half of the ionic weight lies on A, so $\langle n_{a\uparrow}n_{a\downarrow}\rangle=w/2$ and

$$4\,\mathrm{cov}(n_{a\uparrow},n_{a\downarrow})=4\left(\frac w2-\frac14\right)=2w-1=-\frac UR .$$

At $U=4t$ this is $-0.707$. In RHF it is zero. The whole difference is the missing tendency of opposite spins to avoid the same site.

**The exact density matrix in the determinant formula.** For a single determinant, the covariance of $N_A$ and $N_B$ is $-\sum_\sigma|\gamma^\sigma_{ab}|^2$, with $\gamma^\sigma_{ab}=\langle a^\dagger_\sigma b_\sigma\rangle$, which is the exchange term. With the bond order $p=\sum_\sigma\gamma^\sigma_{ab}$ and equal spins, $\gamma^\sigma_{ab}=p/2$, so this formula gives $2\cdot2\,(p/2)^2=p^2$.

The exact bond order follows from the hopping energy, which equals $-2tp$ by definition and $-4t\,c_Sc_I$ from the matrix. Thus

$$p=2c_Sc_I=2\sqrt{w(1-w)}=\sqrt{1-(1-2w)^2}=\frac{4t}{R}.$$

At $U=4t$, $p=0.707$ and $p^2=0.50$. The recipe removes part of the error, but it still omits the correlated part of the pair density. For this symmetric dimer the correct relation is $\delta=1-\sqrt{1-p^2}$, since $1-2w=\sqrt{1-p^2}$.

**Different orbitals for different spins.** In unrestricted Hartree–Fock (UHF), take $\cos\alpha\,a+\sin\alpha\,b$ for spin up and its mirror image for spin down. The probability of double occupation is now $2\cos^2\alpha\sin^2\alpha=s^2/2$, so

$$E_{\rm UHF}(s)=-2ts+\frac{Us^2}{2}.$$

The derivative $-2t+Us$ vanishes at $s=2t/U$, which is inside the range when $U>2t$; for smaller $U$ the minimum stays at $s=1$. Each spin has variance $\cos^2\alpha\sin^2\alpha=s^2/4$, so $\delta_{\rm UHF}=s^2=(2t/U)^2$ for $U>2t$. A minimization with the two orbital angles left independent gives the same index at each ratio below.

| $U/t$ | exact | RHF | UHF |
|---:|---:|---:|---:|
| 0 | 1.000 | 1.000 | 1.000 |
| 1 | 0.757 | 1.000 | 1.000 |
| 4 | 0.293 | 1.000 | 0.250 |
| 8 | 0.106 | 1.000 | 0.063 |
| 16 | 0.030 | 1.000 | 0.016 |

At $U=4t$ the UHF index is 15% below the exact one. The closeness does not last: at large $U$ UHF gives $4t^2/U^2$, half the correct value. Nor is the mechanism right. UHF still has no opposite-spin covariance; it lowers $\delta$ by pinning each spin to a site. At $U=4t$ the spin imbalance on A is $\cos2\alpha=\sqrt{1-0.25}=0.87$, whereas the exact singlet has none.

### What this says about chalcogenides

Bonding maps for chalcogenide phase-change materials use the electrons shared between neighbouring atoms, measured by $\delta$, together with the electrons transferred. If $\delta$ is evaluated from one spin-restricted determinant, the opposite-spin covariance is absent by construction. The dimer shows that this omission can be large, but it supplies no correction for a crystal. A chalcogenide has several p orbitals per atom, several neighbours, screening and unequal sites. Of these, the first variation treats the unequal sites alone, within the dimer.

## Variation 1: a polar dimer

*Lower site A by $\Delta/2$ and raise site B by $\Delta/2$. How do the two indices respond at $U=4t$, $\Delta=t$?*

The new term $-(\Delta/2)(N_A-N_B)$ is $-\Delta$ when both electrons are on A and $+\Delta$ when both are on B. It couples $|I\rangle$ to the odd ionic state $|J\rangle$, which has a minus sign between its two terms. In the order $S,I,J$,

$$H=\begin{pmatrix}0&-2t&0\\-2t&U&-\Delta\\0&-\Delta&U\end{pmatrix}.$$

The charge transfer is $q=\langle N_A\rangle-1=2c_Ic_J$. The ionic weight is $w=c_I^2+c_J^2$, and

$$\delta=2\,\mathrm{Var}(N_A)=2\left(w-q^2\right).$$

Diagonalization gives $\delta=0.315$ and $q=0.064$. Hence $w=0.3147/2+0.0637^2=0.161$, up from 0.146.

The increase in $w$ can be traced. The third row gives $c_J=\Delta c_I/(U-E)$. Inserted in the second, it replaces $U$ by $U-\Delta^2/(U-E)$, so the ionic state is effectively lowered and $E$ falls. The first row still reads $c_I/c_S=-E/2t$, which therefore grows, and $c_J$ adds further ionic weight. Here this gain outweighs the loss $q^2$.

In RHF, let $c=\cos2\alpha$, so that $s^2=1-c^2$ and $q=c$. The energy becomes

$$E_{\rm RHF}=-2t\sqrt{1-c^2}-\Delta c+\frac U2(1+c^2).$$

Its derivative vanishes when $2tc/\sqrt{1-c^2}+Uc=\Delta$. For small $c$ this gives $c\approx\Delta/(U+2t)=0.167$; the full minimization gives $0.166$. Then $\delta_{\rm RHF}=1-c^2=0.972$.

At this offset, polarity raises the exact index by 0.02 and lowers the RHF index by 0.03, and RHF overstates the charge transfer by a factor of 2.6. The rise of the exact index cannot continue indefinitely: for $\Delta\gg U,t$ both electrons stay on A, and both indices tend to zero.

## Variation 2: the π bond of C₂H₄

*The π pair of planar ethylene occupies two equivalent p orbitals. Which $U$ and $t$ belong in the formula, and at what C–C distance is their ratio four?*

Let $a$ and $b$ be the orthogonalized p orbitals, and let $h$ contain the nuclei and the frozen remaining electrons. Define $U_{aa}=(aa|aa)$, $V_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$. The matrix elements are

$$\langle S|H|S\rangle=2h_{aa}+V_{ab}+K_{ab},\qquad \langle I|H|I\rangle=2h_{aa}+U_{aa}+K_{ab},$$

$$\langle S|H|I\rangle=2\left[h_{ab}+(aa|ab)\right].$$

In $|S\rangle$ the exchange integral comes from interchanging the electrons; in $|I\rangle$ it comes from the cross term between the two doubly occupied configurations. It shifts both states equally and drops out. Comparison with the Hubbard block gives

$$U_{\rm eff}=U_{aa}-V_{ab},\qquad t_{\rm eff}=-\left[h_{ab}+(aa|ab)\right].$$

In the minimal STO-3G basis, with the other electrons fixed at their RHF density and a chosen C–C distance of 0.133 nm, $U_{\rm eff}=18.63-9.30=9.33$ eV and $t_{\rm eff}=4.29$ eV. Thus

$$\delta_\pi=1-\frac{9.33}{\sqrt{9.33^2+(4\times4.29)^2}}=1-\frac{9.33}{19.53}=0.52 .$$

In this basis, stretching the bond with the CH₂ groups held rigid and planar brings the ratio to four at 0.1609 nm (0.161 nm below), where $U_{\rm eff}=10.36$ eV, $t_{\rm eff}=2.59$ eV and $\delta_\pi=0.293$. The RHF π index is 1 at both distances. These values concern the π pair, not the whole double bond.

The neglected effects, taken one at a time, are not all small:

- **Intersite repulsion.** Using $U_{aa}$ in place of $U_{\rm eff}$ would give 0.26 at 0.133 nm and 0.13 at 0.161 nm. The dimer's $U$ must be read as a difference.
- **Response of the other electrons.** A configuration interaction over the full valence space, twelve electrons in twelve orbitals, with $\delta$ taken from its definition as a covariance, changes 0.52 to 0.58 at the shorter distance and 0.29 to 0.38 at the longer, rises of about 11% and 30%. A smaller space of ten electrons in ten orbitals gives 0.54 and 0.39. Its value at the shorter distance is too low because there it leaves out the highest virtual orbital, of $b_{1u}$ symmetry; taking that orbital in place of the next lower one gives 0.58. These calculations do not isolate the cause of the rise.
- **Basis.** CASSCF(2,2) in 6-31G at 0.133 nm, which also re-optimizes the orbitals, gives natural occupations $1\pm p$ of 1.905 and 0.095. Their product is $1-p^2$, so $\delta_\pi=1-\sqrt{1.905\times0.095}=0.57$. In 6-311G(d,p) the same method gives 0.59. At 0.161 nm the basis matters more: the index is 0.29 in STO-3G, 0.39 in 6-31G and 0.40 in 6-311G(d,p). In 6-31G it falls to 0.293 only at a longer distance, between 0.161 and 0.180 nm.
- **Definition of a site.** Divide space at the midplane instead, and let $\tfrac12+m$ be the part of $a$ on its own side. The product $ab$ is even under reflection in the midplane, so its integral over either half is half the overlap, which is zero. With $\tau=\pm1$ for an electron in $a$ or $b$, the half-space projectors are therefore $\tfrac12\pm m\tau$. Then $\langle N_AN_B\rangle=2\langle(\tfrac12+m\tau_1)(\tfrac12-m\tau_2)\rangle=\tfrac12-2m^2(2w-1)$, and $\delta=1-4m^2(1-2w)$. This gives 0.57 and 0.34 at the two distances. RHF, with $w=\tfrac12$, still gives 1.
- **Temperature.** In the two-orbital model with the minimal basis, the singlet–triplet gap at 0.161 nm is 2.1 eV. This is about 80 times the thermal energy at 300 K, so the triplet population is negligible in the model.

The value 0.293 at 0.161 nm is therefore a property of the two-orbital model in the minimal basis. For the π pair of the stretched molecule, a larger basis or the response of the other electrons, each taken alone, brings the index to about 0.4. Taken together they raise it further: coupled cluster with single and double excitations in 6-31G, evaluated on the CASSCF(2,2) site orbitals, gives about 0.52 at 0.161 nm and 0.66 at 0.133 nm. So 0.4 is not a converged value, and these estimates are not converged in the basis either. All these values remain far below the RHF value of 1. The numerical output lists the integrals and indices at both distances.

## Computed results

```
Hubbard dimer, energies in units of t
U/t   delta exact   delta RHF   delta UHF
   0   1.0000        1.0000      1.0000
   1   0.7575        1.0000      1.0000
   4   0.2929        1.0000      0.2500
   8   0.1056        1.0000      0.0625
  16   0.0299        1.0000      0.0156
At U = 4t:
energy exact, RHF, UHF (t): -0.8284, -0.0000, -0.5000
ionic weight w, exact: 0.1464
same-spin part of delta, exact and RHF: 1.0000, 1.0000
opposite-spin part, exact and RHF: -0.7071, 0.0000
bond order p and one-matrix index p^2: 0.7071, 0.5000
With site-energy difference t, U = 4t:
delta exact and RHF: 0.3147, 0.9725
charge transfer exact and RHF (electrons): 0.0637, 0.1659
C2H4 inputs: C-H 0.109 nm, H-C-H 117 deg, STO-3G
C-C distance: 0.1330 nm
  U_aa, V_ab, K_ab (eV): 18.63, 9.30, 0.09
  effective U and t (eV): 9.33, 4.29
  effective U/t: 2.174
  pi delta, exact in two orbitals: 0.5224
  pi delta, RHF: 1.0000
  pi delta if V_ab is left out: 0.2645
  pi delta with sigma response (10,10): 0.5402
  part of orbital a on its own side: 0.974
  pi delta between half-spaces: 0.571
  singlet-triplet gap: 4.92 eV
  triplet/singlet population, 300 K: 7.2e-83
C-C distance: 0.1609 nm
  U_aa, V_ab, K_ab (eV): 18.45, 8.09, 0.04
  effective U and t (eV): 10.36, 2.59
  effective U/t: 4.000
  pi delta, exact in two orbitals: 0.2929
  pi delta, RHF: 1.0000
  pi delta if V_ab is left out: 0.1281
  pi delta with sigma response (10,10): 0.3897
  part of orbital a on its own side: 0.985
  pi delta between half-spaces: 0.336
  singlet-triplet gap: 2.06 eV
  triplet/singlet population, 300 K: 8.0e-35
CASSCF(2,2)/6-31G at 0.133 nm:
  natural occupations: 1.9049, 0.0951
  pi delta: 0.5743
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
